# Exponentially Decaying Effective Hoppings from an Eliminated Nearest-Neighbour Chain, part 2

Each cell $n$ of an infinite chain holds two orthonormal orbitals, $A_n$ and $B_n$, with amplitudes $a_n$ and $b_n$. The B orbitals have energy $e_B$ and real nearest-neighbour hopping $t\neq0$, entering the Hamiltonian with a plus sign. Each $A_n$ couples only to $B_n$, with real strength $V$. The A part $H_A$ is Hermitian, of finite range and bounded, and otherwise free. There are no electron–electron interactions. Energies are in eV or meV, and $k$ is the phase advance per cell. The B band is $\varepsilon_k=e_B+2t\cos k$. With $z=E-e_B$, "outside the B band" means $|z|>2|t|$; $\operatorname{sgn}$ is the sign function.

**Theorem (proved earlier).** For $E$ outside the B band, a state with bounded amplitudes solves the full eigenvalue equation if and only if

$$
(H_Aa)_n+\sum_m T_{n-m}(E)\,a_m=E\,a_n \tag{4}
$$

and $b=VGa$, where $G$ is the matrix with elements $g_{n-m}$. Here

$$
T_n(E)=V^2g_n,\qquad g_n=Cx^{|n|},\qquad x+\frac1x=\frac zt,\qquad
C=\frac{1}{t(1/x-x)}, \tag{19}
$$

with $|x|=e^{-\kappa}<1$, $\cosh\kappa=|z|/(2|t|)$, $|C|=1/R$ and $R=\sqrt{z^2-4t^2}$. The decay rate $\kappa$ is per cell.

Inside the band the theorem does not apply. Adding a small imaginary part $\eta$ to the energy gives $|g_n|\to1/\sqrt{4t^2-z^2}$ as $\eta\to0$; the numerical values quoted for this case use $\eta=0.001$ eV.

The example has $e_B=3$ eV, $t=-1$ eV and $V=0.2$ eV. At $E=0$, $\kappa=0.9624$ per cell and $T_0=-17.89$ meV.

From here on, unless stated otherwise, all A orbitals have energy $e_A$ and no direct hopping, so $H_A=e_A$. The proof that follows is of this statement:

**Proposition 1.** For $E$ outside the B band,

$$
\sum_nT_n(E)\,e^{ikn}=\frac{V^2}{E-\varepsilon_k}, \tag{20}
$$

and the A equation for a Bloch wave becomes

$$
(E-e_A)(E-\varepsilon_k)=V^2. \tag{21}
$$

**Proof.** Since $|x|<1$, the sums over positive and negative $n$ are convergent geometric series:

$$
\sum_nx^{|n|}e^{ikn}=1+\frac{xe^{ik}}{1-xe^{ik}}+\frac{xe^{-ik}}{1-xe^{-ik}}
=\frac{1-x^2}{1-2x\cos k+x^2}. \tag{22}
$$

For the last step, the common denominator is $(1-xe^{ik})(1-xe^{-ik})=1-2x\cos k+x^2$. The numerator is this expression plus $2x\cos k-2x^2$, which leaves $1-x^2$. Dividing numerator and denominator by $x$, and multiplying by $C$ from (19), gives

$$
\sum_ng_ne^{ikn}=\frac{1}{t(1/x-x)}\;\frac{1/x-x}{x+1/x-2\cos k}
=\frac{1}{z-2t\cos k}=\frac{1}{E-\varepsilon_k}.
$$

Multiplication by $V^2$ proves (20). The A equation is then $E=e_A+V^2/(E-\varepsilon_k)$, which is (21). $\square$

Equation (21) is the eigenvalue condition of the $2\times2$ Bloch matrix with diagonal elements $e_A$, $\varepsilon_k$ and off-diagonal element $V$. Two bands come out of an equation for one orbital per cell because the coupling depends on energy.

Suppose that $e_A$ lies below the B band and $V\neq0$. The function $(E-e_A)(E-\varepsilon_k)-V^2$ equals $-V^2<0$ at $E=e_A$ and is positive for large $|E|$. One root therefore lies below $e_A$, and hence below the B band, for every $k$. The theorem covers the whole of this lower, A-like band. The upper root lies above $\varepsilon_k$ but may still fall within the energy range of the B band, where the couplings do not have the exponential form.

### Proposition 2: the weight left on B

**Proposition 2.** For an eigenstate with normalizable A amplitudes $a$ and $E$ outside the B band, and for any allowed $H_A$,

$$
\sum_n|b_n|^2=-\sum_{nm}a_n^*\,\frac{dT_{n-m}}{dE}\,a_m, \tag{23}
$$

$$
\frac{dT_n}{dE}=-\operatorname{sgn}(z)\left(\frac{|n|}{R}+\frac{|z|}{R^2}\right)T_n. \tag{24}
$$

**Proof.** The matrix $G$ is real and symmetric, so $b=VGa$ gives $b^\dagger b=V^2a^\dagger G^2a$. Since $G$ is the inverse of $E-H_B$, where $H_B$ is the Hamiltonian of the B chain, differentiating $(E-H_B)G=1$ gives $G+(E-H_B)\,dG/dE=0$. Multiplication by $G$ from the left yields $dG/dE=-G^2$. With $T=V^2G$ this is (23).

For (24), note that $|T_n|=V^2e^{-\kappa|n|}/R$. Differentiating $\cosh\kappa=|z|/(2|t|)$ gives $\sinh\kappa\,d\kappa=d|z|/(2|t|)$, so $d\kappa/d|z|=1/R$. From $R^2=z^2-4t^2$ follows $dR/d|z|=|z|/R$. Hence

$$
\frac{d\ln|T_n|}{d|z|}=-\frac{|n|}{R}-\frac{|z|}{R^2}. \tag{25}
$$

The sign of $T_n$ does not change while $z$ stays on one side of the band, and $d|z|/dE=\operatorname{sgn}(z)$. This gives (24). $\square$

For a Bloch wave, (20) turns the ratio of B to A weight into

$$
r_k=\frac{V^2}{(E-\varepsilon_k)^2}, \tag{26}
$$

and the B share of the normalized state is $r_k/(1+r_k)$. An eigenvector of the A equation alone is therefore not the whole state. If the full state has norm 1, its A part has norm squared $1/(1+r_k)$.

The theorem and Proposition 2 were tested together on rings of 60 cells with $e_B=3$ eV, $V=0.2$ eV and $t=\pm1$ eV, the A energies being drawn at random between $-0.2$ and $0.2$ eV. In the 60 lowest eigenstates of the full A and B Hamiltonian, the A amplitudes satisfied the effective equation with a largest residual of $7\times10^{-14}$ eV, and the B weight agreed with (23) to $10^{-16}$. The couplings were taken along the shorter way round the ring. The other way is at least 30 cells long and carries a factor below $10^{-11}$. The result thus does not rely on the A orbitals being equivalent.

### The frozen-energy model

It is convenient to have hoppings that do not depend on energy. The simplest choice is to evaluate them at $E=e_A$. Let

$$
z_0=e_A-e_B,\qquad D_k=e_A-\varepsilon_k=z_0-2t\cos k . \tag{27}
$$

By (20) the frozen band is $e_A+V^2/D_k$. Its hoppings $T_n(e_A)$ form a pure exponential. The hoppings of the exact A-like band are its Fourier coefficients,

$$
h_n=\frac{1}{2\pi}\int_{-\pi}^{\pi}\big(E_k-e_A\big)\cos(kn)\,dk , \tag{28}
$$

and they are a different set of numbers.

**Proposition 3.** Let $e_A$ lie outside the B band, at a distance greater than $2|V|$ from its nearest edge. Then, for fixed $n$ and small $V$,

$$
\frac{h_n}{T_n(e_A)}=1-\frac{V^2}{2R^2}\left[n^2-1+\frac{3|n|u}{R}+\frac{3u^2}{R^2}\right]+O(V^4), \tag{29}
$$

where $u=|z_0|$ and $R=\sqrt{u^2-4t^2}$.

**Proof.** Put $y=E_k-e_A$. Since $E_k-\varepsilon_k=y+D_k$, equation (21) reads $y(y+D_k)=V^2$. The root that vanishes with $V$ is

$$
y=\frac{D_k}{2}\left(\sqrt{1+\frac{4V^2}{D_k^2}}-1\right)
=\frac{V^2}{D_k}-\frac{V^4}{D_k^3}+\frac{2V^6}{D_k^5}-\cdots , \tag{30}
$$

by the binomial series $\sqrt{1+4q}=1+2q-2q^2+4q^3-\cdots$ with $q=V^2/D_k^2$. The series converges uniformly in $k$ because $|D_k|$ is nowhere smaller than the distance from $e_A$ to the band edge, which exceeds $2|V|$. It may therefore be Fourier transformed term by term.

The coefficients of $1/D_k$ are $g_n(z_0)$, by (20). Differentiating $1/D_k$ twice with respect to $z_0$ gives $2/D_k^3$, so the coefficients of $1/D_k^3$ are $g_n''/2$, a prime on $g_n$ denoting a derivative with respect to $z_0$. Therefore

$$
h_n=V^2g_n-\frac{V^4}{2}g_n''+O(V^6). \tag{31}
$$

To find $g_n''$, write $L=d\ln|g_n|/du=-|n|/R-u/R^2$, which is (25) at $z=z_0$. A second derivative is the same with respect to $z_0$ and to $u$, because the sign enters squared. Thus $g_n''/g_n=L^2+dL/du$. With $dR/du=u/R$,

$$
L^2=\frac{n^2}{R^2}+\frac{2|n|u}{R^3}+\frac{u^2}{R^4},\qquad
\frac{dL}{du}=\frac{|n|u}{R^3}-\frac{1}{R^2}+\frac{2u^2}{R^4}.
$$

The sum is

$$
\frac{g_n''}{g_n}=\frac{1}{R^2}\left[n^2-1+\frac{3|n|u}{R}+\frac{3u^2}{R^2}\right], \tag{32}
$$

and division of (31) by $T_n(e_A)=V^2g_n$ gives (29). $\square$

The correction grows as $n^2$ at large distance. The reason is visible in (31): the correction contains the second derivative of $g_n$, and each derivative of $e^{-\kappa|n|}$ with respect to $u$ brings down a factor $-|n|/R$, because the decay rate depends on energy. However small $V$ is, the leading-order agreement is therefore lost at sufficiently large $n$. The law $e^{-\kappa|n|}$ belongs to the couplings at a fixed energy, and the frozen model should not be used for the far tail of the exact band hoppings.

### Worked example

Keep $e_B=3$ eV, $t=-1$ eV and $V=0.2$ eV, and set $e_A=0$. The nearest band edge is 1 eV away, more than $2V=0.4$ eV, so Proposition 3 applies. Here $u=3$ eV, $R=2.2361$ eV and $V^2/(2R^2)=0.04/10=0.004$. For $n=1$ the bracket in (29) is

$$
0+\frac{3\times3}{2.2361}+\frac{27}{5}=4.025+5.400=9.425 ,
$$

and the predicted deviation is $-0.004\times9.425=-3.8\,\%$, relative to the frozen value. The exact band gives $-3.5\,\%$. The comparison at other distances is as follows.

| $n$ | $T_n(e_A)$ (meV) | $h_n$ (meV) | Deviation (%) | From (29) (%) |
|---|---|---|---|---|
| 0 | −17.89 | −17.59 | −1.7 | −1.8 |
| 1 | −6.83 | −6.59 | −3.5 | −3.8 |
| 2 | −2.61 | −2.45 | −6.1 | −6.6 |
| 4 | −0.381 | −0.331 | −13.1 | −14.6 |
| 6 | −0.056 | −0.043 | −22.1 | −25.8 |

The exact hoppings are not a pure exponential. The ratio of neighbouring values falls from 0.372 between $n=1$ and 2 to 0.360 between $n=5$ and 6, while the frozen ratio stays at 0.382.

Formula (29) overstates the deviation at each distance shown. The sign of this difference agrees with the next term of (30), which opposes the second. Its Fourier coefficient is $2V^6g_n''''/24$, and $g_n''''$ has the sign of $g_n$. To see this, expand $1/(z_0-2t\cos k)$ in powers of $t/z_0$: $|g_n|$ is a sum of inverse powers of $u$ with non-negative coefficients, and the fourth derivative of each such power is positive. At the weaker coupling $V=0.02$ eV, with the other parameters held fixed, the prediction agrees with the actual deviation to within 2 % of that deviation for $n=0$ to 6.

The band energies can be compared in the same way. At $k=0$, $\varepsilon_0=1$ eV and $D_0=-1$ eV, so the frozen model gives $-0.04/1$ eV $=-40.0$ meV. The exact root is

$$
E_0=\frac{1-\sqrt{1+4\times0.04}}{2}\ \text{eV}=-38.5\ \text{meV}.
$$

The frozen shift is too large by 3.9 % of the exact one. At $k=\pi$, where $D_\pi=-5$ eV, the values are $-8.00$ and $-7.99$ meV, a difference of 0.16 %. By (30) the relative error is close to $V^2/D_k^2$, which is largest where the B band comes nearest to $e_A$.

The B share of the state follows the same pattern. At $k=0$, $r_0=0.04/(1.0385)^2=0.0371$, and the share is $0.0371/1.0371=3.6\,\%$. At $k=\pi$ it is 0.16 %. At the exact energy $E_0$ the decay rate is 0.979 per cell, slightly above the 0.962 found at $e_A$, because $E_0$ lies further from the B band.

### Cutting off the hopping range

A practical A model keeps hoppings up to some distance $M$. When $zt>0$ all hoppings have the same sign, and at $k=0$ the omitted terms add up. In the frozen model their sum has magnitude

$$
2|T_0|\sum_{n=M+1}^{\infty}e^{-\kappa n}=2|T_0|\,\frac{e^{-\kappa(M+1)}}{1-e^{-\kappa}} . \tag{33}
$$

For $M=1$ this is $2\times17.89\times0.1459/0.6180=8.4$ meV, and the energy at $k=0$ becomes $-31.6$ instead of $-40.0$ meV. Keeping nearest neighbours alone thus loses 21 % of the frozen shift, considerably more than freezing the energy costs. With $M=2$ the value is $-36.8$ meV, and with $M=4$ it is $-39.5$ meV. For these parameters, hoppings to the third neighbour are enough to bring the cut-off error at $k=0$, which is 1.2 meV by (33), below the frozen-energy error of 1.5 meV.

### Beside a real case

Transition-metal oxides contain a comparable situation, in which metal d orbitals are coupled through oxygen p orbitals. The oxygen p levels usually lie below the metal d levels, the reverse of the order in the example, so the d levels are pushed up instead of down. As rough orders of magnitude, the separation of the levels is a few eV and the d–p coupling is about 1 eV. The separation of 3 eV used here is thus of a typical size, while $V=0.2$ eV is small. The B hopping of 1 eV is a model choice. It places the band edge 1 eV from $e_A$, and the error of the frozen model depends strongly on that distance. With $V=1$ eV and everything else held fixed, (21) gives $E_0=(1-\sqrt5)/2$ eV $=-0.62$ eV, whereas the frozen model gives $-1$ eV, an error of about 60 % of the exact shift. Hoppings frozen at $e_A$ are then unreliable. One can keep the energy dependence, or use the constant hoppings $h_n$ of (28), which reproduce the A-like band exactly but not the B share of the states.

Local coupling is also broken when a metal orbital sits between two oxygen orbitals. Let $A_n$ couple to $B_n$ with strength $V$ and to $B_{n-1}$ with strength $\sigma V$, where $\sigma=\pm1$ is set by the orbital symmetry. For $n\geq1$ the four paths between two A orbitals $n$ cells apart add up to

$$
V^2C\big[2x^n+\sigma x^{n+1}+\sigma x^{n-1}\big]
=V^2Cx^n\left(2+\sigma\frac zt\right), \tag{34}
$$

by (19). The decay rate at fixed energy is unchanged, but the prefactor is not. With $z/t=3$ the hoppings are multiplied by 5 for $\sigma=+1$ and by $-1$ for $\sigma=-1$. The coupling of the Bloch waves now depends on $k$: at $k=0$ it is $2V$ for $\sigma=+1$ and zero for $\sigma=-1$. The error of 60 % found above for local coupling therefore does not carry over to this geometry. Coulomb repulsion on the metal site, which is strong in many such oxides, lies outside this one-particle treatment. The numerical output below gives the example's values in full.

## Table of computed values

```
A energy e_A = 0.0 eV, B energy e_B = 3.0 eV
B hopping t = -1.0 eV, A-B coupling V = 0.2 eV
B band from 1.0 to 5.0 eV
At E = e_A: z = -3.0 eV, cosh kappa = 1.500
kappa = 0.9624 per cell, decay length = 1.0390 cells
factor per cell exp(-kappa) = 0.3820
R = 2|t| sinh kappa = 2.2361 eV
Decay rate at other energies (per cell): formula, finite chain
  E = -2.00 eV: 1.5668, 1.5668
  E = -1.00 eV: 1.3170, 1.3170
  E =  0.00 eV: 0.9624, 0.9624
  E =  0.50 eV: 0.6931, 0.6931
  E =  0.90 eV: 0.3149, 0.3149
  E =  0.99 eV: 0.1000, 0.1000
n, T_n(e_A) in meV, exact-band value in meV,
   relative deviation in %, its V^4 prediction in %
  0   -17.8885   -17.5902    -1.67    -1.76
  1    -6.8328    -6.5904    -3.55    -3.77
  2    -2.6099    -2.4504    -6.11    -6.58
  3    -0.9969    -0.9041    -9.31   -10.19
  4    -0.3808    -0.3309   -13.09   -14.60
  5    -0.1454    -0.1202   -17.37   -19.81
  6    -0.0556    -0.0433   -22.08   -25.82
Lower band energy in meV: exact, frozen-energy model
  k = 0 : -38.5165, -40.0000
  k = pi: -7.9872, -8.0000
Frozen-energy value at k = 0 with hoppings kept up to n_max (meV)
  n_max = 1: -31.5542
  n_max = 2: -36.7740
  n_max = 4: -39.5293
  n_max = 8: -39.9900
kappa at the exact k = 0 energy = 0.9795 per cell
B weight of lower band: k = 0 3.576 %, k = pi 0.159 %
Inside B band, z = 1.0 eV: |g_1| = 0.5770, |g_10| = 0.5740 per eV
  limit 1/sqrt(4t^2-z^2) = 0.5774 per eV
Ring test, largest residual = 6.6e-14 eV
Ring test, largest B-weight error = 8.3e-17
```
